# Phonon-assisted absorption onset in a degenerately doped indirect semiconductor: test program

```python
"""
Result under test: at zero temperature, phonon-assisted absorption of an n-type
indirect semiconductor with valleys filled up to xi is proportional to
    I(Delta, xi) = integral from xi to Delta of sqrt(E) sqrt(Delta - E) dE,
Delta = photon energy - gap - phonon energy. With delta = Delta - xi:
    1 <= I / [(2/3) sqrt(xi) delta^(3/2)] <= 1 + delta/(5 xi),
so the onset is a three-halves power; for xi = 0 it is pi Delta^2 / 8.
Symbols: ml, mt = valley masses, md = (ml mt^2)^(1/3), mv = hole mass,
D = phonon deformation potential, P = momentum matrix element.
Atomic units inside; inputs and printed numbers carry their own units.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

pi = np.pi
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0]
ANG = BOHR * 1e10
C_LIGHT = 1 / sc.fine_structure
KB = sc.k / sc.e / HARTREE


def closed_form(Delta, xi):
    if Delta <= xi:
        return 0.0
    phi = np.arccos(1 - 2 * xi / Delta)
    return Delta**2 / 8 * (pi - phi + np.sin(phi) * np.cos(phi))


def direct_integral(Delta, xi):
    return quad(lambda E: np.sqrt(E * max(Delta - E, 0.0)), xi, Delta,
                epsabs=1e-13, epsrel=1e-10, limit=300)[0]


def three_halves(delta, xi):
    return 2 / 3 * np.sqrt(xi) * delta**1.5


def exponent(delta, xi):
    s = 1e-3
    up = closed_form(xi + delta * np.exp(s), xi)
    down = closed_form(xi + delta * np.exp(-s), xi)
    return np.log(up / down) / (2 * s)


# ---- closed form, two-sided bound and limits against quadrature
for delta in (0.01, 0.1, 0.5, 2.0, 10.0):
    value = direct_integral(1 + delta, 1.0)
    assert abs(closed_form(1 + delta, 1.0) / value - 1) < 1e-6
    ratio = value / three_halves(delta, 1.0)
    assert 1 < ratio < 1 + delta / 5
assert abs(direct_integral(0.7, 0.0) / (pi * 0.7**2 / 8) - 1) < 1e-7
assert abs(exponent(1e-3, 1.0) - 1.5) < 1e-3
assert abs(exponent(1e3, 1.0) - 2.0) < 5e-3

# ---- pair counting on k grids, with an anisotropic valley
ml, mt, mv = 0.92, 0.19, 0.55
md = (ml * mt**2) ** (1 / 3)


def grid_energies(masses, top, points):
    """Energies on a midpoint grid of one octant, and density per point."""
    edges = [np.sqrt(2 * m * top) for m in masses]
    t = (np.arange(points) + 0.5) / points
    parts = [(k * t) ** 2 / (2 * m) for k, m in zip(edges, masses)]
    E = (parts[0][:, None, None] + parts[1][None, :, None]
         + parts[2][None, None, :]).ravel()
    return E, 8 * np.prod(edges) / points**3 / (2 * pi) ** 3


def counted_pairs(Delta, xi):
    """Pairs per volume squared with total energy < Delta, electron > xi."""
    Ee, we = grid_energies((ml, mt, mt), Delta, 90)
    Eh, wh = grid_energies((mv, mv, mv), Delta - xi, 60)
    Ee = Ee[(Ee > xi) & (Ee < Delta)]
    return we * wh * np.searchsorted(np.sort(Eh), Delta - Ee).sum(dtype=float)


dos_product = (2 * md) ** 1.5 * (2 * mv) ** 1.5 / (16 * pi**4)
for xi_test in (0.0, 1.0):
    expected = dos_product * quad(lambda x: closed_form(x, xi_test),
                                  xi_test + 1e-12, 1.5)[0]
    # grid surface error is a few parts in a thousand
    assert abs(counted_pairs(1.5, xi_test) / expected - 1) < 0.01
slope = np.log2(counted_pairs(1.1, 1.0) / counted_pairs(1.05, 1.0))
assert abs(slope - 2.5) < 0.06      # cumulative count: onset power plus one
Ee, we = grid_energies((ml, mt, mt), 1.0, 90)
assert abs(we * np.sum(Ee < 1.0) / ((2 * md) ** 1.5 / (6 * pi**2)) - 1) < 0.005

# ---- second-order amplitude, intermediate level empty or filled
lower, one, Z = np.array([[0., 1.], [0., 0.]]), np.eye(2), np.diag([1., -1.])


def chain(*factors):
    out = np.eye(1)
    for f in factors:
        out = np.kron(out, f)
    return out


fv = chain(lower, one, one, one, one)
fm = chain(Z, lower, one, one, one)
fc = chain(Z, Z, lower, one, one)
photon = chain(one, one, one, lower, one)
phonon = chain(one, one, one, one, lower)
Em, Ec, Om = 3.4, 1.2, 0.3
w = Ec + Om
Avm, Amc, Bvm, Bmc = 0.006, 0.004, 0.003, 0.007


def hops(vm, mc):
    h = vm * fm.T @ fv + mc * fc.T @ fm
    return h + h.T


H = (Em * fm.T @ fm + Ec * fc.T @ fc + w * photon.T @ photon
     + Om * phonon.T @ phonon + hops(Avm, Amc) @ (photon + photon.T)
     + hops(Bvm, Bmc) @ (phonon + phonon.T))
number = np.diag(fv.T @ fv + fm.T @ fm + fc.T @ fc)
formula = Avm * Bmc / (w - Em) + Bvm * Amc / (-Em - Om)
amplitudes = []
for filled in (0, 1):
    start = (4 + 2 * filled) * 4 + 2
    end = (2 * filled + 1) * 4 + 1
    sector = np.flatnonzero(np.abs(number - 1 - filled) < 1e-9)
    E, V = np.linalg.eigh(H[np.ix_(sector, sector)])
    rows = [int(np.flatnonzero(sector == s)[0]) for s in (start, end)]
    pick = np.argsort(np.sum(V[rows] ** 2, axis=0))[-2:]
    U, _, Wt = np.linalg.svd(V[np.ix_(rows, pick)])
    Q = U @ Wt
    amplitudes.append((Q @ np.diag(E[pick]) @ Q.T)[0, 1])
for a in amplitudes:
    assert abs(abs(a) / abs(formula) - 1) < 2e-3
assert amplitudes[0] * amplitudes[1] < 0


# ---- absorption prefactor and phonon amplitude from a real oscillator
def oscillator(mass, freq):
    x = np.linspace(-8, 8, 2001) / np.sqrt(mass * freq)
    h = x[1] - x[0]
    diag = 1 / (mass * h**2) + mass * freq**2 * x**2 / 2
    off = np.full(x.size - 1, -1 / (2 * mass * h**2))
    _, f = eigh_tridiagonal(diag, off, select="i", select_range=(0, 1))
    return (f[:, 1] @ (x * f[:, 0]))**2, (f[:, 1] @ np.gradient(f[:, 0], h))**2


x2, _ = oscillator(3.0, 0.7)
assert abs(x2 * 2 * 3.0 * 0.7 - 1) < 1e-3
_, p2 = oscillator(1.0, 1.3)
gam = 0.05
lorentz = sum(quad(lambda s: gam * s**2 / ((1.3**2 - s**2)**2 + (gam * s)**2),
                   a, b, limit=300)[0] for a, b in ((0, 1.3), (1.3, 3),
                                                   (3, np.inf)))
assert abs((4 * pi * lorentz) / (4 * pi**2 * p2 / 1.3) - 1) < 2e-3

# ---- worked example: rough values for heavily doped n-type silicon
gap_eV, phonon_eV, phonon2_eV, direct_eV = 1.17, 0.058, 0.018, 3.4
doping_cm3, valleys, index, eps = 1e20, 6, 3.6, 11.7
D_eVA, EP_eV, density_gcc, mobility, lattice_A = 5.0, 20.0, 2.33, 100.0, 5.43
n_e = doping_cm3 * 1e6 * BOHR**3
kF = (3 * pi**2 * n_e / valleys) ** (1 / 3)
xi = kF**2 / (2 * md)
gap, Omega = gap_eV / HARTREE, phonon_eV / HARTREE
threshold = gap + Omega + xi
detuning = direct_eV / HARTREE - threshold
rho = density_gcc * 1e3 * BOHR**3 / sc.m_e
D = D_eVA * ANG / HARTREE
phonon_strength = D**2 / (2 * rho * Omega)
K = EP_eV / HARTREE / 2 * phonon_strength / detuning**2
to_cm = 1 / (BOHR * 100)
scale = (4 * pi**2 / (index * C_LIGHT * threshold) * K
         * 2 * valleys * dos_product * to_cm)


def nm(energy):
    return sc.h * sc.c / (energy * HARTREE * sc.e) * 1e9


print(f"gap {gap_eV:.3f} eV; emitted phonon {phonon_eV:.3f} eV")
print(f"direct gap at zone centre {direct_eV:.2f} eV")
print(f"donor and electron density {doping_cm3:.1e} cm^-3; valleys {valleys}")
print(f"valley masses ml {ml:.2f}, mt {mt:.2f}, hole mass {mv:.2f} m_e")
print(f"density-of-states mass per valley {md:.3f} m_e")
print(f"deformation potential {D_eVA:.1f} eV/angstrom")
print(f"momentum energy 2P^2/m {EP_eV:.1f} eV; index {index:.1f}")
print(f"mass density {density_gcc:.2f} g/cm^3; dielectric const {eps:.1f}")
print(f"equivalent-sphere Fermi wavevector {kF / ANG:.4f} 1/angstrom")
print(f"filling xi {xi * HARTREE:.4f} eV")
print(f"undoped threshold {(gap + Omega) * HARTREE:.4f} eV"
      f" = {nm(gap + Omega):.1f} nm")
print(f"doped threshold {threshold * HARTREE:.4f} eV = {nm(threshold):.1f} nm")
print(f"intermediate-state detuning {detuning * HARTREE:.3f} eV")
print(f"absorption scale {scale / HARTREE**2:.1f} cm^-1 per eV^2")
for d_eV in (0.005, 0.010, 0.020, 0.040):
    d = d_eV / HARTREE
    full = scale * closed_form(xi + d, xi)
    power = scale * three_halves(d, xi)
    bare = scale * pi * (xi + d) ** 2 / 8
    assert power < full < power * (1 + d / (5 * xi))
    print(f"at {d_eV:.3f} eV above doped threshold:")
    print(f"  doped {full:.4f}, 3/2 law {power:.4f}, undoped {bare:.4f} cm^-1")
    print(f"  doped/3/2 law {full / power:.4f}, bound {1 + d / (5 * xi):.4f},"
          f" exponent {exponent(d, xi):.4f}")

# ---- finite temperature at fixed gap and fixed electron density
d = 0.020 / HARTREE


def chemical_potential(T):
    kT = KB * T

    def excess(mu):
        top = max(mu, 0) + 40 * kT
        cuts = sorted({0.0, max(mu - 40 * kT, 0.0), max(mu, 0.0), top})
        total = sum(quad(lambda E: np.sqrt(E) * expit((mu - E) / kT), a, b,
                         epsabs=1e-14)[0] for a, b in zip(cuts, cuts[1:]))
        return total / (2 / 3 * xi**1.5) - 1
    return brentq(excess, -xi, 1.5 * xi)


def thermal_integral(Delta, mu, kT):
    cuts = sorted({min(max(c, 0.0), Delta) for c in
                   (0.0, mu - 40 * kT, mu, mu + 40 * kT, Delta)})
    return sum(quad(lambda E: np.sqrt(E * max(Delta - E, 0))
                    * expit((E - mu) / kT), a, b, epsabs=1e-14,
                    limit=200)[0] for a, b in zip(cuts, cuts[1:]))


def thermal_ratio(T):
    kT, mu = KB * T, chemical_potential(T)
    N = 1 / np.expm1(Omega / kT)
    emission = (N + 1) * thermal_integral(xi + d, mu, kT)
    absorption = N * thermal_integral(xi + d + 2 * Omega, mu, kT)
    return (emission + absorption) / closed_form(xi + d, xi), mu


assert abs(thermal_ratio(1.0)[0] - 1) < 1e-3
print("neglected effects, at 0.020 eV above threshold where energy matters:")
for T in (10.0, 300.0):
    ratio, mu = thermal_ratio(T)
    print(f"{T:.0f} K: kT/xi {KB * T / xi:.4f}, chem. potential"
          f" {mu * HARTREE:.4f} eV, absorption/T=0 value {ratio:.3f}")

# ---- free-carrier background from the complex refractive index
m_cond = 3 / (1 / ml + 2 / mt)
tau = mobility * 1e-4 / (BOHR**2 * sc.e / sc.hbar) * m_cond
w = threshold + d
eps_w = index**2 - 4 * pi * n_e / (m_cond * (w**2 + 1j * w / tau))
background = 2 * w * np.sqrt(eps_w).imag / C_LIGHT * to_cm
drude = (4 * pi * n_e * tau / m_cond / (1 + (w * tau)**2)
         / (index * C_LIGHT) * to_cm)
assert abs(drude / background - 1) < 0.05   # index shift by the carriers
print(f"mobility {mobility:.0f} cm2/Vs; free-carrier absorption"
      f" {background:.1f} cm^-1")
print(f"free-carrier/interband {background / (scale * closed_form(xi+d, xi)):.0f}")

# ---- exchange shift at the Fermi surface of one valley (spherical)
shell = quad(lambda k: k * np.log((1 + k) / (1 - k)), 0, 1)[0] / pi
assert abs(shell * pi - 1) < 1e-6
print(f"exchange shift of Fermi level {-kF / (pi * eps) * HARTREE:.4f} eV")

# ---- donor scattering in place of the phonon
q0 = 0.85 * 2 * pi / (lattice_A / ANG)
kappa = np.sqrt(6 * pi * n_e / (eps * xi))
transform = 4 * pi / 0.5 * quad(lambda r: np.exp(-0.3 * r) * np.sin(0.5 * r),
                                0, np.inf)[0]
assert abs(transform / (4 * pi / (0.5**2 + 0.3**2)) - 1) < 1e-6
print(f"valley wavevector {q0 / ANG:.3f} 1/angstrom; kF/q0 {kF / q0:.3f}")
for e_q in (eps, 4.0):
    k2 = 6 * pi * n_e / (e_q * xi)
    strength = n_e * (4 * pi / (e_q * (q0**2 + k2))) ** 2
    print(f"donor/phonon strength, dielectric const {e_q:.1f}:"
          f" {strength / phonon_strength:.3f}")
print(f"second branch {phonon2_eV:.3f} eV opens lower by"
      f" {phonon_eV - phonon2_eV:.3f} eV")

# ---- bound electron-hole pair in the statically screened attraction
radius = eps * (md + mv) / (md * mv)
s = 1 / (kappa * radius)


def has_bound_state(s):
    sol = solve_ivp(lambda r, u: [u[1], -2 / r * np.exp(-r / s) * u[0]],
                    (1e-7, 40 * s), [1e-7, 1.0], rtol=1e-8, atol=1e-11)
    return bool(np.min(sol.y[0]) < 0 or sol.y[1, -1] < 0)


assert has_bound_state(2.0)
assert 2 * s < 1 and not has_bound_state(s)
print(f"screening length {ANG / kappa:.2f} angstrom; pair radius"
      f" {radius * ANG:.1f} angstrom")
print(f"twice their ratio {2 * s:.3f} (below 1: no bound pair)")
prefactor = (threshold / w) * (detuning / (detuning - d)) ** 2
print(f"prefactor change over 0.020 eV {100 * (prefactor - 1):.2f} percent")
print("every check passed")
```

It prints:

```
gap 1.170 eV; emitted phonon 0.058 eV
direct gap at zone centre 3.40 eV
donor and electron density 1.0e+20 cm^-3; valleys 6
valley masses ml 0.92, mt 0.19, hole mass 0.55 m_e
density-of-states mass per valley 0.321 m_e
deformation potential 5.0 eV/angstrom
momentum energy 2P^2/m 20.0 eV; index 3.6
mass density 2.33 g/cm^3; dielectric const 11.7
equivalent-sphere Fermi wavevector 0.0790 1/angstrom
filling xi 0.0740 eV
undoped threshold 1.2280 eV = 1009.6 nm
doped threshold 1.3020 eV = 952.2 nm
intermediate-state detuning 2.098 eV
absorption scale 707.0 cm^-1 per eV^2
at 0.005 eV above doped threshold:
  doped 0.0459, 3/2 law 0.0453, undoped 1.7335 cm^-1
  doped/3/2 law 1.0134, bound 1.0135, exponent 1.5131
at 0.010 eV above doped threshold:
  doped 0.1316, 3/2 law 0.1282, undoped 1.9598 cm^-1
  doped/3/2 law 1.0265, bound 1.0270, exponent 1.5254
at 0.020 eV above doped threshold:
  doped 0.3816, 3/2 law 0.3627, undoped 2.4541 cm^-1
  doped/3/2 law 1.0521, bound 1.0540, exponent 1.5479
at 0.040 eV above doped threshold:
  doped 1.1294, 3/2 law 1.0258, undoped 3.6092 cm^-1
  doped/3/2 law 1.1010, bound 1.1081, exponent 1.5861
neglected effects, at 0.020 eV above threshold where energy matters:
10 K: kT/xi 0.0116, chem. potential 0.0740 eV, absorption/T=0 value 1.002
300 K: kT/xi 0.3493, chem. potential 0.0652 eV, absorption/T=0 value 5.249
mobility 100 cm2/Vs; free-carrier absorption 194.8 cm^-1
free-carrier/interband 510
exchange shift of Fermi level -0.0310 eV
valley wavevector 0.984 1/angstrom; kF/q0 0.080
donor/phonon strength, dielectric const 11.7: 0.037
donor/phonon strength, dielectric const 4.0: 0.284
second branch 0.018 eV opens lower by 0.040 eV
screening length 5.65 angstrom; pair radius 30.5 angstrom
twice their ratio 0.370 (below 1: no bound pair)
prefactor change over 0.020 eV 0.39 percent
every check passed
```
